Reflectance of a thick absorbing underlayer matched in real index

**Problem**

A transparent photoresist of refractive index n = 1.70 lies on an absorbing underlayer of complex index N = n + iκ = 1.70 + 0.50i. The two real indices are equal. The underlayer is uniform, non-magnetic and so thick that no light returns from its lower side. Light of vacuum wavelength λ = 193 nm travels straight down through the resist and meets the sharp, flat interface.

(a) Find the fraction R of the downgoing power that is reflected at the interface.

(b) Show where the rest of the power goes, and explain why equal real indices do not prevent reflection.

(c) Find the intensity pattern that the reflected wave produces in the resist.

(d) Keeping κ = 0.50, find the real index of the underlayer that gives the least reflection.

(e) Find how thick the underlayer must be on silicon for the answer to (a) to hold, and how the answer changes for oblique light and for a slightly absorbing resist.

**Solution**

**(a) The reflectance**

Take z downward, with the interface at z = 0 and the resist at z < 0. Let the fields vary in time as exp(−iωt), and let E point along x and H along y. For fields that depend on z alone, Maxwell's two curl equations become

dE/dz = iωμ₀H,

dH/dz = iωε₀εE,

where ε is the relative permittivity, equal to the square of the complex index. Differentiating the first equation and inserting the second gives

d²E/dz² = −ω²μ₀ε₀εE = −k₀²εE, with k₀ = ω/c = 2π/λ.

In a medium of index N the solutions are exp(ik₀Nz) and exp(−ik₀Nz). With N = n + iκ the first is

exp(ik₀Nz) = exp(ik₀nz) exp(−k₀κz),

which travels down and decays downward when κ is positive. This fixes the sign of κ for the chosen time factor.

The resist carries a downgoing wave of amplitude A and a reflected wave. The thick underlayer carries a downgoing wave alone:

E = A[exp(ik₀nz) + r exp(−ik₀nz)] for z < 0,

E = At exp(ik₀Nz) for z > 0.

The magnetic field follows from the first curl equation. With Z₀ = μ₀c, the impedance of free space,

Z₀H = (1/(ik₀)) dE/dz.

Hence

Z₀H = nA[exp(ik₀nz) − r exp(−ik₀nz)] for z < 0,

Z₀H = NAt exp(ik₀Nz) for z > 0.

The minus sign arises because the reflected wave travels the other way.

Both E and H are tangential to the interface, so both are continuous there. At z = 0 this gives

1 + r = t,

n(1 − r) = Nt.

Insert the first condition and N = n + iκ into the second:

n − nr = (n + iκ)(1 + r) = n + iκ + nr + iκr.

The term n cancels from both sides; this is the whole effect of matching the real indices. What remains is

−iκ = r(2n + iκ),

so that

r = −iκ/(2n + iκ),

t = 1 + r = 2n/(2n + iκ).

It remains to connect r with power. The time-averaged flux is S = ½ Re(EH*). Writing β = k₀nz, the resist fields give

S = (n|A|²/2Z₀) Re{[exp(iβ) + r exp(−iβ)][exp(−iβ) − r* exp(iβ)]}

= (n|A|²/2Z₀) Re{1 − |r|² + r exp(−2iβ) − r* exp(2iβ)}.

The last two terms are a complex number minus its own conjugate. Their sum is imaginary and drops out of the real part, leaving

S = (n|A|²/2Z₀)(1 − |r|²).

The reflected fraction of the power is therefore R = |r|². Since |−iκ|² = κ² and |2n + iκ|² = 4n² + κ²,

R = κ²/(4n² + κ²).

With the given values, κ² = 0.25 and 4n² = 4 × 1.70² = 11.56, so

R = 0.25/11.81 = 0.0212.

The interface reflects about 2.1 percent of the downgoing power.

When κ is much smaller than 2n, the term κ² in the denominator may be dropped:

R ≈ κ²/(4n²).

This gives 2.16 percent here, about 2 percent above the full result in relative terms. In this regime, halving κ divides the reflectance by four. In the opposite limit, κ much larger than 2n, r tends to −1 and R tends to 1. A very strong absorber then acts as a mirror: t tends to 0, so the electric field at the surface is weak (the magnetic field there tends to twice its incident value) and little power enters.

The wavelength does not appear in R once the indices are fixed. It sets the length scales in the following parts, and in a real material it also changes n and κ.

**(b) The absorbed power and the cause of the reflection**

The rate at which the flux falls with depth follows from the curl equations:

dS/dz = ½ Re[(dE/dz)H* + E(dH*/dz)]

= ½ Re[iωμ₀|H|² − iωε₀ε*|E|²]

= −½ωε₀ Im(ε)|E|².

The magnetic term is imaginary and gives nothing. In the electric term, Re(−iε*) = −Im(ε). For the underlayer,

ε = (n + iκ)² = n² − κ² + 2inκ,

so Im(ε) = 2nκ. The intensity there is

|E|² = |A|²|t|² exp(−αz), with α = 2k₀κ = 4πκ/λ.

To get the absorbed fraction, integrate the loss over all depths and divide by the downgoing flux n|A|²/(2Z₀). Because ωε₀Z₀ = k₀,

absorbed fraction = (k₀ × 2nκ/n)|t|² ∫₀^∞ exp(−αz) dz

= 2k₀κ|t|²/α

= |t|²

= 4n²/(4n² + κ²)

= 1 − R.

The underlayer absorbs 97.9 percent, and the power balance closes. The absorption coefficient is

α = 4π × 0.50/(193 nm) = 0.0326 nm⁻¹,

so the intensity falls by a factor e in 1/α = 30.7 nm.

The reflection comes from the ratio of the two fields. A single downgoing wave has Z₀H/E = n in the resist and Z₀H/E = n + iκ in the underlayer. The real parts agree, but in the absorber H is out of phase with E. One downgoing wave on each side cannot make both E and H continuous, and the reflected wave supplies the difference.

It is thus the abrupt change of κ that reflects here, and strong absorption can occur with much less reflection. To show this, let κ rise linearly from 0 to 0.50 over 100 nm and then stay at 0.50, with the real index held at 1.70 throughout. The two curl equations can be integrated numerically upward through this profile, starting from a mirror buried under 800 nm of the uniform absorber. The mirror hardly matters, since a wave that goes down and back through 800 nm has its amplitude reduced by exp(−0.0326 × 800), or about exp(−26). The ratio of upgoing to downgoing power in the resist comes out as 0.024 percent, nearly ninety times less than for the sharp interface. Nearly all the light is still absorbed.

The small-κ formula suggests why. A thin slice in which κ grows by dκ reflects an amplitude of about −i dκ/(2n). Waves from slices at different depths return with different phases, which go through one full turn for each λ/(2n) = 56.8 nm of depth. Over 100 nm they cover about 1.8 turns and largely cancel. Waves from the deeper slices are also weakened by absorption on the way.

**(c) The standing wave in the resist**

Multiply the numerator and denominator of r by 2n − iκ, the conjugate of the denominator:

r = −iκ(2n − iκ)/(4n² + κ²)

= −(κ² + 2inκ)/(4n² + κ²)

= −0.0212 − 0.1439i.

Its modulus is |r| = 0.1455. Both parts are negative, so its phase φ lies between −180° and −90°; the value is φ = −98.4°.

Let h = −z be the height above the interface. The field in the resist is

E = A exp(−ik₀nh)[1 + r exp(2ik₀nh)].

The factor in front of the bracket has modulus |A|. With r = |r| exp(iφ), the intensity relative to that of the downgoing wave is

|E|²/|A|² = 1 + |r|² + 2|r| cos(φ + 2k₀nh).

The cosine runs between 1 and −1, so the extremes are

(1 + |r|)² = 1.31 and (1 − |r|)² = 0.73.

A reflectance of 2.1 percent thus makes the intensity vary by a factor of about 1.8 between maximum and minimum. The ripple is this large because it depends on the reflected amplitude, 0.1455, and not on its square.

The pattern repeats when 2k₀nh grows by 2π, that is, every λ/(2n) = 56.8 nm. The first maximum lies where φ + 2k₀nh = 0:

h = −φ/(2k₀n) = (98.4/360) × 56.8 nm = 15.5 nm.

The first minimum lies half a period higher, at 43.9 nm. At the interface itself the relative intensity is |1 + r|² = |t|² = 0.979, near the middle of the range.

A reflection at the top surface of the resist would change A, because some upgoing light would be sent down again. In a uniform, transparent resist at normal incidence it would not change the ratio of the two waves, so R and this relative pattern would stay the same. The reflectance of the whole stack, seen from above the resist, is a different quantity.

**(d) The best real index**

Let the underlayer have index m + iκ with m free. The same two boundary conditions, with N = m + iκ, give r = (n − N)/(n + N), and hence

R = [(n − m)² + κ²]/[(n + m)² + κ²].

Since (n + m)² − (n − m)² = 4nm, this can be written as

R = 1 − 4nm/D, with D = (n + m)² + κ².

The least R requires the greatest m/D. Its derivative with respect to m is

[D − 2m(n + m)]/D² = (n² + κ² − m²)/D².

This is positive for m below √(n² + κ²) and negative above it, so the best index is

m = √(n² + κ²) = √3.14 = 1.772.

To find R there, put κ² = m² − n² into D:

D = (m + n)² + (m − n)(m + n) = (m + n) × 2m.

Therefore

R = 1 − 4nm/[2m(m + n)] = 1 − 2n/(m + n) = (m − n)/(m + n).

The number is 0.0720/3.4720 = 2.07 percent, against 2.12 percent for equal real indices. Matching the real indices is close to the best choice, but it is not the best, and no choice of m removes the reflection while κ stays at 0.50.

The minimum is also flat. With m = 1.65 the reflectance is 2.20 percent, and with m = 1.75 it is 2.08 percent. The numerator of R shows why: a real mismatch of 0.05 adds 0.0025 to κ² = 0.25. Most of the small change comes from the denominator.

For a thick, uniform underlayer near this index, a substantially lower reflectance therefore needs a smaller κ. The cost is thickness, because the decay length 1/α = λ/(4πκ) grows as κ falls.

**(e) Where the result fails**

**Finite thickness.** Let the underlayer have thickness d and lie on silicon, with the rough index N_s = 0.9 + 2.8i at this wavelength. A second wave now travels up through the underlayer, where the field is

E = B exp(ik₀Nz) + C exp(−ik₀Nz).

At the lower interface, z = d, the upgoing wave is r₂₃ times the downgoing one, with

r₂₃ = (N − N_s)/(N + N_s).

This gives C exp(−ik₀Nd) = r₂₃B exp(ik₀Nd), or C = qB with

q = r₂₃ exp(2ik₀Nd).

Take A = 1 and call the new reflection coefficient r_f. Continuity of E and H at z = 0 requires

1 + r_f = B(1 + q),

n(1 − r_f) = NB(1 − q).

Multiply the first equation by n, then add the second to it and subtract the second from it:

2n = B[(n + N) + (n − N)q],

2nr_f = B[(n − N) + (n + N)q].

Divide the second result by the first, and then divide numerator and denominator by n + N. Since (n − N)/(n + N) is the r of part (a),

r_f = (r + q)/(1 + rq).

The modulus of q is |r₂₃| exp(−αd). For d = 80 nm the exponential is exp(−2.6) = 0.074. The silicon interface has |r₂₃| = |0.8 − 2.3i|/|2.6 + 3.3i| = 0.58. The returning amplitude is therefore about 0.58 × 0.074 = 0.043, nearly a third of |r| = 0.1455. A layer that lets only 7 percent of the intensity through in one pass is not yet thick for this purpose, because the returning wave adds to r as an amplitude.

The formula gives R = 1.56 percent at 40 nm, 1.61 percent at 80 nm, 2.46 percent at 120 nm and 2.09 percent at 200 nm. The value falls below or rises above the thick-layer result according to the phase of q. Evaluated in steps of 0.5 nm up to 500 nm, R stays within 1 percent of its thick-layer value, in relative terms, from about 205 nm on. That is nearly seven decay lengths. The least reflectance, about 0.3 percent, occurs near 33 nm, where q is nearly opposite in phase to r. There |q| = 0.198 is somewhat larger than |r| = 0.1455, so the two largely cancel and what remains is the excess of the wave returning from the silicon. At normal incidence a thin absorbing layer can thus reflect much less than a thick one, provided that its thickness is held near that value: R is below half its thick-layer value only from about 29 to 38 nm, and at 25 nm and 45 nm it is above 3 percent. The cancellation depends on angle: for the edge rays of the lens treated next, the same 33 nm layer reflects about 8.5 percent in s polarization and 4.9 percent in p polarization, the latter well above the thick-layer value. The figures depend on the rough silicon index.

**Oblique light.** An immersion lens of numerical aperture 1.35 sends its edge rays into the resist at an angle θ with n sin θ = 1.35, which gives θ = 52.6°. Continuity along the interface keeps the tangential wavenumber k₀ × 1.35 the same in both media. The normal wavenumbers, divided by k₀, are then

q₁ = √(n² − 1.35²) = 1.033,

q₂ = √(N² − 1.35²) = 1.163 + 0.731i,

where the root with positive imaginary part decays downward.

For s polarization, with E parallel to the interface, E and dE/dz are continuous. The algebra of part (a) applies with q₁ and q₂ in place of n and N:

r_s = (q₁ − q₂)/(q₁ + q₂) = −(N² − n²)/(q₁ + q₂)².

The second form follows on multiplying above and below by q₁ + q₂, since q₂² − q₁² = N² − n². The numerator does not depend on angle, while |q₁ + q₂| is smaller than at normal incidence. The reflectance rises to 10.3 percent.

For p polarization, with H parallel to the interface, H and (1/ε)dH/dz are continuous, the second because it is proportional to the tangential electric field. The quantities to compare are now q₁/n² = 0.358 and q₂/N² = 0.437 − 0.005i:

r_p = (q₁/n² − q₂/N²)/(q₁/n² + q₂/N²).

At this angle division by N² almost removes the phase of q₂, so the reflection comes from the difference of about 0.08 between the real parts, and the reflectance is 1.0 percent. As the angle grows from zero, the p reflectance first falls to a minimum of about 0.46 percent near 45° in the resist and then rises again; the edge ray lies on the rising side. The normal-incidence value therefore describes neither polarization at the edge of such a lens.

**Absorbing resist.** Suppose the resist has a rough κ_r = 0.03. In r = (n₁ − N)/(n₁ + N), put n₁ = n + iκ_r:

|r|² = (κ − κ_r)²/[4n² + (κ + κ_r)²] = 0.2209/11.8409 = 1.87 percent.

The step in κ is smaller, and so is the reflection. Here |r|² means the ratio of the two wave intensities at the interface. In an absorbing medium the cross terms in S do not cancel as they did in part (a), so this ratio is no longer strictly a fraction of power.

**The real case.** The parameters lie in the regime of argon fluoride lithography at 193 nm, where resists have an index of roughly 1.7 and absorbing bottom coatings have κ of a few tenths. The assumption that such coatings break most plainly is optical thickness, since they are often well under 200 nm thick. With 80 nm on silicon, the model moves from 2.1 to 1.6 percent at normal incidence. For the thick underlayer, the edge rays of a lens of aperture 1.35 move it further, to about 10 percent in s polarization. The 2.1 percent belongs to the single ideal interface at normal incidence.

Numerical values quoted here were computed with a short program.
